# The Parapositronium Decay Rate from Dirac's Annihilation Cross Section: a program that tests the result

```python
"""
Result under test: ground-state parapositronium decays into two photons at
the lowest-order rate
    Gamma = 4 * (pi r_e^2 c) * |psi(0)|^2 = alpha^5 m c^2 / (2 hbar).

Symbols: m electron mass, alpha fine-structure constant, r_e classical
electron radius, a0 Bohr radius, psi(0) relative wave function at contact,
v relative velocity, beta = v/c, sigma annihilation cross section.
The factor 4 turns the spin-averaged sigma*v into that of the spin singlet.

Amplitudes use hbar = c = m = 1 and are given in units of e^2 = 4 pi alpha.
The radial equations use atomic units (length a0, energy hartree).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded

pi = np.pi

# ---------- two-photon annihilation amplitude from Dirac matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2), complex)
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gamma_space = [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
spin_basis = [np.array([1, 0], complex), np.array([0, 1], complex)]


def slash(four_vector):
    result = four_vector[0] * gamma0
    for component, matrix in zip(four_vector[1:], gamma_space):
        result = result - component * matrix
    return result


def minkowski_square(a):
    return a[0]**2 - np.dot(a[1:], a[1:])


def electron_spinor(momentum, chi):
    energy = np.sqrt(1 + np.dot(momentum, momentum))
    sigma_p = sum(q * s for q, s in zip(momentum, pauli))
    return np.concatenate([np.sqrt(energy + 1) * chi,
                           sigma_p @ chi / np.sqrt(energy + 1)])


def positron_spinor(momentum, chi):
    """Charge conjugate of the electron spinor; chi is the positron spin."""
    return 1j * gamma_space[1] @ electron_spinor(momentum, chi).conj()


def amplitudes(momentum, direction):
    """Array [polarization 1, polarization 2, electron spin, positron spin]
    in the centre-of-mass frame; photon 1 leaves along direction."""
    energy = np.sqrt(1 + np.dot(momentum, momentum))
    p = np.concatenate([[energy], momentum])
    k1 = energy * np.concatenate([[1.0], direction])
    k2 = energy * np.concatenate([[1.0], -direction])
    first = np.cross(direction, np.array([0.3, 0.5, 0.81]))
    first = first / np.linalg.norm(first)
    second = np.cross(direction, first)
    pols = [slash(np.concatenate([[0.0], e])) for e in (first, second)]
    unit = np.eye(4)
    prop1 = (slash(p - k1) + unit) / (minkowski_square(p - k1) - 1)
    prop2 = (slash(p - k2) + unit) / (minkowski_square(p - k2) - 1)
    table = np.zeros((2, 2, 2, 2), complex)
    for a in range(2):
        for b in range(2):
            vertex = pols[b] @ prop1 @ pols[a] + pols[a] @ prop2 @ pols[b]
            for i in range(2):
                u = electron_spinor(momentum, spin_basis[i])
                for j in range(2):
                    v = positron_spinor(-momentum, spin_basis[j])
                    table[a, b, i, j] = v.conj() @ gamma0 @ vertex @ u
    return table


def cross_section_from_amplitude(beta):
    """Unpolarized cross section in r_e^2; beta is the positron speed seen
    from the electron. The factor 0.5 counts each photon pair once."""
    lorentz = 1 / np.sqrt(1 - beta**2)
    p = np.sqrt((lorentz - 1) / 2)
    energy = np.sqrt(1 + p**2)
    cosines, weights = np.polynomial.legendre.leggauss(24)
    integral = 0.0
    for c, w in zip(cosines, weights):
        n = np.array([np.sqrt(1 - c**2), 0.0, c])
        table = amplitudes(np.array([0.0, 0.0, p]), n)
        integral += 2 * pi * w * np.sum(abs(table)**2) / 4
    coupling = 16 * pi**2
    return 0.5 * coupling * integral / (32 * pi**2) / (8 * p * energy)


def dirac_cross_section(beta):
    """Dirac's closed formula, in r_e^2."""
    g = 1 / np.sqrt(1 - beta**2)
    root = np.sqrt(g**2 - 1)
    return pi / (g + 1) * ((g**2 + 4*g + 1) / root**2 * np.log(g + root)
                           - (g + 3) / root)


betas = [0.01, 0.1, 0.5, 0.9]
scaled_sigma = []
for beta in betas:
    sigma = cross_section_from_amplitude(beta)
    assert abs(sigma / dirac_cross_section(beta) - 1) < 1e-8
    scaled_sigma.append(sigma * beta / pi)
assert abs(scaled_sigma[0] - 1) < 1e-4
assert abs(scaled_sigma[1] - 1) < 1e-2

# Pair at rest: resolve the total spin, for several photon directions.
singlet_values, triplet_values = [], []
parallel_share = 0.0
for n in ([0, 0, 1], [1, 0, 0], [0, 1, 0], [1, 2, -2], [-3, 1, 4]):
    n = np.array(n, float) / np.linalg.norm(n)
    t = amplitudes(np.zeros(3), n)
    singlet = (t[:, :, 0, 1] - t[:, :, 1, 0]) / np.sqrt(2)
    triplet = [t[:, :, 0, 0], t[:, :, 1, 1],
               (t[:, :, 0, 1] + t[:, :, 1, 0]) / np.sqrt(2)]
    # sigma*v in r_e^2 c if every direction had this intensity
    factor = 0.5 * 16 * pi**2 * 4 * pi / (32 * pi**2) / 4
    singlet_values.append(factor * np.sum(abs(singlet)**2))
    triplet_values += [factor * np.sum(abs(x)**2) for x in triplet]
    parallel = abs(singlet[0, 0])**2 + abs(singlet[1, 1])**2
    parallel_share = max(parallel_share, parallel / np.sum(abs(singlet)**2))
singlet_strength = np.mean(singlet_values)
assert np.ptp(singlet_values) < 1e-10          # isotropic emission
assert max(triplet_values) < 1e-20             # triplet is forbidden at rest
assert parallel_share < 1e-20                  # crossed polarizations only
assert abs(singlet_strength / (scaled_sigma[0] * pi) - 4) < 1e-3

# ---------- contact density from the radial Schroedinger equation ----------
step = 0.0025
r = step * np.arange(1, 16000)


def ground_state(reduced_mass):
    kinetic = 1 / (2 * reduced_mass * step**2)
    energy, vectors = eigh_tridiagonal(
        2 * kinetic - 1 / r, -kinetic * np.ones(r.size - 1),
        select='i', select_range=(0, 0))
    u = vectors[:, 0] / np.sqrt(step)
    near = u[:3] / r[:3]
    at_origin = 3 * near[0] - 3 * near[1] + near[2]
    return energy[0], u, at_origin**2 / (4 * pi)


ps_energy, ps_u, ps_density = ground_state(0.5)
_, _, fixed_density = ground_state(1.0)
assert abs(ps_energy + 0.25) < 1e-5
# tolerances cover the finite-difference error of the grid
assert abs(ps_density * 8 * pi - 1) < 1e-4
assert abs(fixed_density / ps_density - 8) < 2e-3

# ---------- decay rate = (sigma v) * contact density, for a weak absorber ---
absorber_strength = 1e-3


def absorber(x, width):
    return (absorber_strength * np.exp(-(x / width)**2)
            / (pi**1.5 * width**3))


def bound_decay_rate(width):
    """-2 Im(E) of the Coulomb ground state with the absorber present."""
    kinetic = 1 / step**2
    bands = np.zeros((3, r.size), complex)
    bands[0, 1:] = -kinetic
    bands[1] = 2 * kinetic - 1 / r - 0.5j * absorber(r, width)
    bands[2, :-1] = -kinetic
    shifted = bands.copy()
    shifted[1] -= ps_energy - 1e-3
    w = ps_u.astype(complex)
    for _ in range(7):
        w = solve_banded((1, 1), shifted, w)
        w = w / np.sqrt(np.sum(w * w))
    hw = bands[1] * w
    hw[1:] -= kinetic * w[:-1]
    hw[:-1] -= kinetic * w[1:]
    return -2 * np.sum(w * hw).imag


def free_capture_sigma_v(width, k=0.1, reduced_mass=0.5):
    """Capture cross section times velocity, no Coulomb force, s wave."""
    def equation(x, y):
        potential = -0.5j * absorber(x, width)
        return np.array([y[1], (2*reduced_mass*potential - k**2) * y[0]])
    solution = solve_ivp(equation, (0, 8 * width),
                         np.array([0, 1], complex), method='DOP853',
                         rtol=1e-11, atol=1e-14, max_step=width / 4)
    u, slope = solution.y[:, -1]
    incoming = u - slope / (1j * k)
    outgoing = u + slope / (1j * k)
    lost = 1 - abs(outgoing)**2 / abs(incoming)**2
    return pi / k**2 * lost * k / reduced_mass


widths = [0.04, 0.02]
ratios = [bound_decay_rate(w) / (free_capture_sigma_v(w) * ps_density)
          for w in widths]
ratio_zero_range = 2 * ratios[1] - ratios[0]
# what remains after linear extrapolation is of order width squared
assert abs(ratio_zero_range - 1) < 2e-3
assert abs((1 - ratios[0]) / (1 - ratios[1]) - 2) < 0.1

# ---------- worked example in SI units ----------
alpha = constants.fine_structure
c, hbar, m = constants.c, constants.hbar, constants.m_e
r_e = constants.physical_constants['classical electron radius'][0]
a0 = constants.physical_constants['Bohr radius'][0]
compton = hbar / (m * c)

averaged_sigma_v = pi * r_e**2 * c
singlet_sigma_v = 4 * averaged_sigma_v
contact_density = 1 / (8 * pi * a0**3)
rate = singlet_sigma_v * contact_density
lifetime = 1 / rate
closed_rate = alpha**5 * m * c**2 / (2 * hbar)
numerical_rate = singlet_strength * r_e**2 * c * ps_density / a0**3
assert abs(rate / closed_rate - 1) < 1e-7
assert abs(numerical_rate / closed_rate - 1) < 1e-4
density_fall = 1 - np.exp(-compton / a0)

print("Unpolarized cross section from the amplitude")
for beta, value in zip(betas, scaled_sigma):
    print(f"  beta = {beta:4.2f}: sigma v/(pi r_e^2 c) = {value:.6f}")
print("Pair at rest, sigma v in units of pi r_e^2 c")
print(f"  singlet: {singlet_strength / pi:.6f}")
print(f"  largest triplet value: {max(triplet_values) / pi:.1e}")
print(f"  singlet share, parallel polarizations: {parallel_share:.1e}")
print("Radial equation on a grid")
print(f"  positronium energy: {ps_energy:.6f} hartree")
print(f"  positronium |psi(0)|^2: {ps_density:.6f} a0^-3")
print(f"  formula 1/(8 pi): {1 / (8 * pi):.6f} a0^-3")
print(f"  fixed nucleus / positronium: {fixed_density/ps_density:.4f}")
print("Absorber test: decay rate/(sigma v |psi(0)|^2)")
for width, ratio in zip(widths, ratios):
    print(f"  range {width:.2f} a0: {ratio:.4f}")
print(f"  extrapolated to zero range: {ratio_zero_range:.4f}")
print("Worked example: parapositronium")
print(f"  alpha = {alpha:.9f} = 1/{1 / alpha:.4f}")
print(f"  electron rest energy = {m*c**2/constants.e/1e3:.3f} keV")
print(f"  r_e = {r_e * 1e15:.5f} fm")
print(f"  a0 = {a0 * 1e12:.4f} pm")
print(f"  2 a0 = {2 * a0 * 1e12:.3f} pm")
print(f"  reduced Compton wavelength = {compton * 1e12:.5f} pm")
print(f"  fall of |psi|^2 over that length = {100*density_fall:.3f} %")
print(f"  spin-averaged sigma v = {averaged_sigma_v:.4e} m^3/s")
print(f"  singlet sigma v = {singlet_sigma_v:.4e} m^3/s")
print(f"  |psi(0)|^2 = {contact_density:.4e} m^-3")
print(f"  rate from the product = {rate:.5e} s^-1")
print(f"  rate alpha^5 m c^2/(2 hbar) = {closed_rate:.5e} s^-1")
print(f"  rate from numerical factors = {numerical_rate:.5e} s^-1")
print(f"  energy width hbar*Gamma = {hbar*rate/constants.e*1e6:.4f} ueV")
print(f"  lifetime = {lifetime * 1e12:.2f} ps")
print(f"  lifetime without the factor four = {4*lifetime*1e12:.1f} ps")
print(f"  alpha times lifetime = {alpha * lifetime * 1e12:.2f} ps")
print("all tests passed")
```

It prints:

```
Unpolarized cross section from the amplitude
  beta = 0.01: sigma v/(pi r_e^2 c) = 1.000000
  beta = 0.10: sigma v/(pi r_e^2 c) = 0.999985
  beta = 0.50: sigma v/(pi r_e^2 c) = 0.988629
  beta = 0.90: sigma v/(pi r_e^2 c) = 0.756201
Pair at rest, sigma v in units of pi r_e^2 c
  singlet: 4.000000
  largest triplet value: 1.9e-33
  singlet share, parallel polarizations: 0.0e+00
Radial equation on a grid
  positronium energy: -0.250000 hartree
  positronium |psi(0)|^2: 0.039789 a0^-3
  formula 1/(8 pi): 0.039789 a0^-3
  fixed nucleus / positronium: 8.0000
Absorber test: decay rate/(sigma v |psi(0)|^2)
  range 0.04 a0: 0.9561
  range 0.02 a0: 0.9777
  extrapolated to zero range: 0.9994
Worked example: parapositronium
  alpha = 0.007297353 = 1/137.0360
  electron rest energy = 510.999 keV
  r_e = 2.81794 fm
  a0 = 52.9177 pm
  2 a0 = 105.835 pm
  reduced Compton wavelength = 0.38616 pm
  fall of |psi|^2 over that length = 0.727 %
  spin-averaged sigma v = 7.4788e-21 m^3/s
  singlet sigma v = 2.9915e-20 m^3/s
  |psi(0)|^2 = 2.6851e+29 m^-3
  rate from the product = 8.03250e+09 s^-1
  rate alpha^5 m c^2/(2 hbar) = 8.03250e+09 s^-1
  rate from numerical factors = 8.03250e+09 s^-1
  energy width hbar*Gamma = 5.2871 ueV
  lifetime = 124.49 ps
  lifetime without the factor four = 498.0 ps
  alpha times lifetime = 0.91 ps
all tests passed
```
